# The polarity of carbon monoxide from energies in an electric field

## Problem

A CO molecule lies on the $z$ axis, with carbon at $z=0$ and oxygen at $z=R=2.13$ bohr. A weak uniform electric field $F$ is applied along $z$. The total energy, including the interaction of the nuclei with the field, has been computed by three methods in the aug-cc-pVDZ basis. Atomic units are used: energies are in hartree, and dipole moments in $ea_0$, written "a.u.".

| $F$ (a.u.) | HF | CCSD | CCSD(T) |
|---|---|---|---|
| $+0.002$ | $-112.754620451$ | $-113.061019970$ | $-113.073325457$ |
| $-0.002$ | $-112.755020179$ | $-113.060862027$ | $-113.073098170$ |
| $+0.004$ | $-112.754507264$ | $-113.061192226$ | $-113.073532863$ |
| $-0.004$ | $-112.755306211$ | $-113.060875850$ | $-113.073077798$ |

Hartree-Fock (HF) uses a single determinant, in which each electron feels the average field of the others. CCSD adds electron correlation through single and double excitations in an exponential form. CCSD(T) adds a perturbative energy correction for triple excitations. The two 1s electron pairs are left uncorrelated. In every row the HF orbitals were reoptimized in the field.

Find the dipole moment at each level. Which end of the dipole is negative, and does correlation matter for the answer?

## A tempting solution

The dipole moment is $\mu=-dE/dF$. From the first two HF entries,

$$
\mu_{\rm HF}\approx-\frac{-112.754620451+112.755020179}{2(0.002)}
=-\frac{0.000399728}{0.004}=-0.0999\ \text{a.u.}
$$

The dipole vector points from negative to positive charge. A negative value therefore means that it points from oxygen to carbon, so the polarity is C(+)O(−). This agrees with oxygen being the more electronegative atom. The expectation value of the dipole operator in the field-free HF state is $-0.09995$ a.u., which confirms the number.

Correlation remains to be considered. At $F=+0.002$ the CCSD(T) energy lies below the HF energy by

$$
113.073325457-112.754620451=0.318705006\ \text{hartree},
$$

which is 0.28% of the total energy. Correlation should then change the dipole moment by about 0.3%. All three methods give $-0.100$ a.u. to the accuracy needed, and the polarity is C(+)O(−).

## Where it fails

The HF moment is computed correctly. The fault is the step from a small correlation *energy* to a small correlation *dipole*.

Write the correlated energy as $E=E_{\rm HF}+E_{\rm corr}$. Differentiation gives

$$
\mu=-\frac{dE_{\rm HF}}{dF}-\frac{dE_{\rm corr}}{dF}
=\mu_{\rm HF}-\frac{dE_{\rm corr}}{dF}.
$$

What matters is how $E_{\rm corr}$ changes with the field, and its size does not fix its slope. The 0.3% estimate would follow if $E_{\rm corr}(F)=c\,E_{\rm HF}(F)$ with a constant $c\approx0.0028$, for then $\mu=(1+c)\mu_{\rm HF}$. The table contradicts that assumption. For CCSD(T),

$$
\begin{aligned}
E_{\rm corr}(+0.002)&=-113.073325457+112.754620451=-0.318705006,\\
E_{\rm corr}(-0.002)&=-113.073098170+112.755020179=-0.318077991.
\end{aligned}
$$

The difference is $-0.000627015$ hartree. Proportionality would have required $c\times0.000399728\approx+0.0000011$ hartree, which has the opposite sign and is hundreds of times smaller. The correlation energy changes by only 0.2% between the two fields, yet this change exceeds the corresponding change of the HF energy.

Nor does the agreement between the two HF calculations help. It shows that the derivative of the HF energy was taken correctly, but says nothing about what HF leaves out. The other two columns have to be differentiated as well.

## The right solution

### Why the energy slope is the dipole

A charge $q$ at position $z$ in the field has energy $-qFz$. An electron has $q=-1$ and contributes $+Fz$; a nucleus of charge $Z_A$ at $z_A$ contributes $-FZ_Az_A$. Hence

$$
H(F)=H-F\hat\mu,\qquad
\hat\mu=\sum_A Z_Az_A-\sum_i z_i .
$$

Moving the origin by $a$ changes $\hat\mu$ by $-a\left(\sum_AZ_A-N\right)$, where $N$ is the number of electrons. For neutral CO this vanishes, so the choice of origin does not matter.

For an exact normalized eigenstate $\Psi$, with $E=\langle\Psi|H(F)|\Psi\rangle$,

$$
\frac{dE}{dF}
=\left\langle\Psi\left|\frac{\partial H}{\partial F}\right|\Psi\right\rangle
+E\,\frac{d}{dF}\langle\Psi|\Psi\rangle
=-\langle\Psi|\hat\mu|\Psi\rangle .
$$

The term containing $E$ arises because $H(F)\Psi=E\Psi$, and it vanishes because the norm stays equal to one. For an approximate method we take $\mu=-dE/dF$ at $F=0$ as the definition. It needs only energies, so it also applies to CCSD(T), whose triples correction is added to the energy.

### From four energies to one slope

For weak fields in a finite basis, expand

$$
E(F)=E_0-\mu F-\frac{\alpha F^2}{2}-\frac{\beta F^3}{6}
-\frac{\gamma F^4}{24}-\frac{\delta F^5}{120}-\dots
$$

Here $\alpha$ is the polarizability, and the later coefficients describe the nonlinear response. Subtracting $E(-F)$ removes the even powers and doubles the odd ones:

$$
E(F)-E(-F)=-2\mu F-\frac{\beta F^3}{3}-\frac{\delta F^5}{60}-\dots
$$

Division by $-2F$ gives the central-difference estimate

$$
m(F)=-\frac{E(F)-E(-F)}{2F}
=\mu+\frac{\beta F^2}{6}+\frac{\delta F^4}{120}+\dots
$$

Doubling the field multiplies the $F^2$ term by 4 and the $F^4$ term by 16. In the combination $4m(F)-m(2F)$ the $F^2$ terms cancel and $3\mu$ remains, so

$$
\frac{4m(F)-m(2F)}{3}
=\mu+\frac{4-16}{3}\,\frac{\delta F^4}{120}+\dots
=\mu-\frac{\delta F^4}{30}+\dots
$$

The field cannot be made arbitrarily small. If each energy has an error of at most $\varepsilon$, their difference can be wrong by $2\varepsilon$ and $m(F)$ by $\varepsilon/F$. Rounding the table to nine decimals means $\varepsilon=5\times10^{-10}$, which gives at most $2.5\times10^{-7}$ a.u. at $F=0.002$. This is harmless here.

### The three moments

For HF, the estimate at $F=0.002$ is $-0.099932$. At the doubled field,

$$
m(2F)=-\frac{-112.754507264+112.755306211}{0.008}
=-\frac{0.000798947}{0.008}=-0.099868 .
$$

Therefore

$$
\mu_{\rm HF}=\frac{4(-0.099932)-(-0.099868)}{3}=-0.09995\ \text{a.u.}
$$

For CCSD,

$$
\begin{aligned}
m(F)&=-\frac{-113.061019970+113.060862027}{0.004}
=\frac{0.000157943}{0.004}=0.039486,\\
m(2F)&=-\frac{-113.061192226+113.060875850}{0.008}
=\frac{0.000316376}{0.008}=0.039547,\\
\mu_{\rm CCSD}&=\frac{4(0.039486)-0.039547}{3}=+0.03947\ \text{a.u.}
\end{aligned}
$$

For CCSD(T),

$$
\begin{aligned}
m(F)&=-\frac{-113.073325457+113.073098170}{0.004}
=\frac{0.000227287}{0.004}=0.056822,\\
m(2F)&=-\frac{-113.073532863+113.073077798}{0.008}
=\frac{0.000455065}{0.008}=0.056883,\\
\mu_{\rm CCSD(T)}&=\frac{4(0.056822)-0.056883}{3}=+0.05680\ \text{a.u.}
\end{aligned}
$$

With 1 a.u. $=2.5417$ debye, the results are:

- HF: $-0.100$ a.u. $=-0.25$ debye, C(+)O(−).
- CCSD: $+0.039$ a.u. $=+0.10$ debye, C(−)O(+).
- CCSD(T): $+0.057$ a.u. $=+0.14$ debye, C(−)O(+).

In this basis and at this bond length, correlation reverses the sign of the dipole moment. The labels C(+)O(−) and C(−)O(+) give only the direction of the dipole. They are not atomic charges, and they describe the electrostatic potential only far from the molecule. On the axis, 3.5 bohr beyond each nucleus, the potential is negative at both ends. It is $-0.020$ a.u. at the carbon end and $-0.016$ a.u. at the oxygen end for HF, and $-0.024$ and $-0.008$ a.u. for the fixed-orbital CCSD density described below. A meta-Löwdin population analysis leaves carbon positive in both cases, with charges $+0.25$ and $+0.14$.

The sign can be read from the first two rows of the table. A positive dipole is stabilized by a positive field. The HF energy is higher at $+0.002$ than at $-0.002$, whereas both coupled-cluster energies are lower.

The total correlation shift is $0.0568+0.0999=0.157$ a.u. CCSD supplies 0.139 a.u. of it and the triples correction 0.017 a.u. Since the nuclei are fixed, the whole shift lies in the electronic part of $\mu$. Read as a change in the average of $\sum_i z_i$, a rise in $\mu$ means that this average falls, so electronic charge moves toward the carbon side. For the coupled-cluster methods, where $\mu$ is defined by the energy slope and not by a wavefunction average, this is an interpretation of the slope. The next section shows that a CCSD density computed with fixed orbitals gives a different moment. Spread over 14 electrons, the shift is $0.157/14=0.011$ bohr per electron. So slight a displacement decides the polarity because the HF moment is itself small. These energies do not show which orbitals are responsible.

## Can a density replace the energy differences?

For HF it can. Let $\kappa$ denote the parameters that rotate the orbitals while keeping them orthonormal. The basis functions do not depend on the field, so

$$
\frac{dE_{\rm HF}}{dF}
=\frac{\partial E_{\rm HF}}{\partial F}
+\sum_k\frac{\partial E_{\rm HF}}{\partial\kappa_k}\frac{d\kappa_k}{dF}
=-\langle\hat\mu\rangle_{\rm HF}.
$$

The sum vanishes because the HF energy is stationary in the orbitals. This is why the expectation value quoted earlier agrees with the energy slope.

The CCSD energy is not obtained by minimization. With reference determinant $|0\rangle$ and excitation operator $T$, whose amplitudes are $t_n$,

$$
E=\langle0|e^{-T}He^{T}|0\rangle,\qquad
\Omega_n=\langle n|e^{-T}He^{T}|0\rangle=0,
$$

where $\langle n|$ runs over the singly and doubly excited determinants and $H$ includes the field. Define

$$
L=E+\sum_n\lambda_n\Omega_n .
$$

Since $\Omega_n=0$ at every field, $L=E$ for any multipliers $\lambda_n$. Choose them so that $\partial L/\partial t_n=0$, which is a set of linear equations. Then

$$
\frac{dE}{dF}=\frac{dL}{dF}
=\frac{\partial L}{\partial F}
+\sum_n\frac{\partial L}{\partial t_n}\frac{dt_n}{dF}
+\sum_n\Omega_n\frac{d\lambda_n}{dF}
+\sum_k\frac{\partial L}{\partial\kappa_k}\frac{d\kappa_k}{dF}.
$$

The second term vanishes by the choice of $\lambda_n$, and the third by the amplitude equations. The first needs no response of the amplitudes to the field. With $\partial H/\partial F=-\hat\mu$ it is

$$
\frac{\partial L}{\partial F}
=-\langle0|e^{-T}\hat\mu e^{T}|0\rangle
-\sum_n\lambda_n\langle n|e^{-T}\hat\mu e^{T}|0\rangle .
$$

Because $\hat\mu$ is a sum of one-electron terms and a nuclear constant, this expression defines a one-electron density. The last term of $dE/dF$ is the orbital relaxation. It need not vanish, because the HF orbitals make $E_{\rm HF}$ stationary, not $L$.

If the orbitals are held at their field-free form, the relaxation term is absent. The density then gives $+0.06901$ a.u., and energy differences with fixed orbitals give $+0.06902$ a.u. With orbitals that follow the field, as in the table, the CCSD moment is $+0.03947$ a.u. Relaxation thus contributes about $-0.030$ a.u., which is comparable with the moment itself. A quoted CCSD dipole should therefore say which definition was used. Here both are positive.

## How far the conclusion reaches

LiH provides a test of the procedure against an exact answer within a basis. With Li at $z=0$, H at $z=3.0$ bohr and the small 6-31G basis, full configuration interaction gives $-2.16106$ a.u. Finite-field energies give $-2.32638$ (HF), $-2.16144$ (CCSD) and $-2.16110$ a.u. (CCSD(T)). Relative to the full result, the HF error is $-0.165$ a.u., while the CCSD(T) error is only a few times $10^{-5}$ a.u. in size. The negative sign correctly denotes Li(+)H(−). All four electrons were correlated in this test. It supports the finite-field procedure and the sign convention, but agreement this close should not be assumed for other molecules. LiH is a favourable case: it has only two valence electrons, and CCSD is exact for a two-electron system because no excitation beyond doubles exists there. How much of the agreement is due to this was not examined. The test does not give the error for CO, which has more electrons and a multiple bond.

The CO result also depends on the bond length. At $R=2.23$ bohr, the estimates $m(F)$ are $-0.204$ (HF), $-0.033$ (CCSD) and $-0.010$ a.u. (CCSD(T)). All three now mean C(+)O(−). Correlation still shifts the moment in the positive direction, by $0.2038-0.0097=0.194$ a.u. for CCSD(T), but the HF moment has become too negative to be overturned.

A straight line through the two CCSD(T) values has slope

$$
\frac{-0.0097-0.0568}{0.10}=-0.665\ \text{a.u. per bohr},
$$

and crosses zero near $2.13+0.0568/0.665\approx2.22$ bohr. This is a linear estimate from two points. The reversal therefore holds at 2.13 bohr but not at 2.23 bohr.

Only one basis was used for CO, a double-zeta set, and convergence with the basis was not tested. The three moments, the division of the shift between CCSD and the triples correction, and the bond length of the zero crossing are values for this basis and may move by more than the digits shown. Averaging over the molecular vibration was not included. The last digits of the finite-field arithmetic show its numerical precision, not the accuracy of the predicted moment. The numerical check computes the energies and moments quoted above. It asserts that the HF moment is negative and the CCSD(T) moment positive, that CCSD supplies more than half of the shift, that the HF and fixed-orbital CCSD slopes agree with their densities, that the HF error grows fourfold when the field is doubled, that the LiH CCSD(T) error is below a tenth of the HF error, and that the CCSD(T) moment falls at the longer bond.

## Calculated quantities

```
basis aug-cc-pVDZ, functions: 46
bond length R = 2.13 bohr = 1.1271 angstrom
field step F = 0.002 a.u.
1 a.u. of dipole = 2.541746 debye
HF E(+0.002) = -112.754620451 hartree
HF E(-0.002) = -112.755020179 hartree
HF E(+0.004) = -112.754507264 hartree
HF E(-0.004) = -112.755306211 hartree
CCSD E(+0.002) = -113.061019970 hartree
CCSD E(-0.002) = -113.060862027 hartree
CCSD E(+0.004) = -113.061192226 hartree
CCSD E(-0.004) = -113.060875850 hartree
CCSD(T) E(+0.002) = -113.073325457 hartree
CCSD(T) E(-0.002) = -113.073098170 hartree
CCSD(T) E(+0.004) = -113.073532863 hartree
CCSD(T) E(-0.004) = -113.073077798 hartree
HF m(F) = -0.099932, m(2F) = -0.099868 a.u.
CCSD m(F) = +0.039486, m(2F) = +0.039547 a.u.
CCSD(T) m(F) = +0.056822, m(2F) = +0.056883 a.u.
HF extrapolated mu = -0.09995 a.u. = -0.2541 debye, C(+)O(-)
CCSD extrapolated mu = +0.03947 a.u. = +0.1003 debye, C(-)O(+)
CCSD(T) extrapolated mu = +0.05680 a.u. = +0.1444 debye, C(-)O(+)
HF mu from field-free density = -0.099953 a.u.
HF error ratio, field 2F to F = 4.000
shift HF to CCSD = +0.13942 a.u.
shift CCSD to CCSD(T) = +0.01734 a.u.
total correlation shift = +0.15675 a.u.
CCSD fixed orbitals, density: +0.069014 a.u.
CCSD fixed orbitals, energies: +0.069019 a.u.
CCSD orbital relaxation = -0.02955 a.u.
LiH test: R = 3.0 bohr, basis 6-31G, all electrons correlated
LiH HF mu = -2.32638 a.u.
LiH CCSD mu = -2.16144 a.u.
LiH CCSD(T) mu = -2.16110 a.u.
LiH full CI mu = -2.16106 a.u.
CO at longer bond R = 2.23 bohr, m(F) only:
HF mu = -0.2038 a.u., C(+)O(-)
CCSD mu = -0.0332 a.u., C(+)O(-)
CCSD(T) mu = -0.0097 a.u., C(+)O(-)
```
